# Short-Range Ewald Interaction, Finite-Size Error and the Model Periodic Coulomb Remedy: a numerical check

```python
"""Ewald kernel at short range, its finite-size error, and the model periodic
Coulomb (MPC) remedy.

Results under test (Rydberg units: bohr, Ry, e^2 = 2; kernels carry no e^2):
  v_E(r) = 1/r + xi + 2 pi r^2/(3 Omega) + O(r^4)   in a cubic cell,
  error of the Ewald interaction energy per electron = -omega_p/(4 N)
  for a short-ranged hole with S(k) -> k^2/omega_p,
  and its removal when the hole interacts through 1/r in the minimum image.
v_E: periodic zero-mean kernel; xi: limit of v_E - 1/r at the origin;
Omega = L^3: cell volume; S(k): structure factor; N: number of electrons.
"""
import numpy as np
from scipy.special import erf, erfc
from scipy.integrate import quad
from scipy.constants import physical_constants

pi = np.pi
E2 = 2.0
RY_EV = physical_constants["Rydberg constant times hc in eV"][0]


def gauss(n, lo, hi):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (hi - lo) * x + 0.5 * (hi + lo), 0.5 * (hi - lo) * w


def ewald_regular(points, cell, kappa=2.5):
    """v_E - 1/r for an orthorhombic cell with edges of order one."""
    points = np.atleast_2d(np.asarray(points, float))
    cell = np.asarray(cell, float)
    volume = np.prod(cell)
    r = np.maximum(np.linalg.norm(points, axis=1), 1e-12)
    total = -erf(kappa * r) / r - pi / (kappa**2 * volume)
    for i in range(-3, 4):
        for j in range(-3, 4):
            for k in range(-3, 4):
                if (i, j, k) != (0, 0, 0):
                    d = np.linalg.norm(points - cell * [i, j, k], axis=1)
                    total += erfc(kappa * d) / d
    m = np.arange(8)
    mult = np.where(m > 0, 2.0, 1.0)
    g = [2 * pi * m / edge for edge in cell]
    g2 = (g[0][:, None, None]**2 + g[1][None, :, None]**2
          + g[2][None, None, :]**2)
    g2[0, 0, 0] = 1.0
    c = 4 * pi / volume * np.exp(-g2 / (4 * kappa**2)) / g2
    c *= mult[:, None, None] * mult[None, :, None] * mult[None, None, :]
    c[0, 0, 0] = 0.0
    cosines = [np.cos(np.outer(points[:, q], g[q])) for q in range(3)]
    t = np.einsum("px,xyz->pyz", cosines[0], c)
    t = np.einsum("py,pyz->pz", cosines[1], t)
    return total + np.einsum("pz,pz->p", cosines[2], t)


def cube_rule(length, ns, na):
    """Quadrature over a centred cube for functions of cubic symmetry.
    Points are s*(1, a, b); the pyramid Jacobian s^2 removes the 1/u pole."""
    s, ws = gauss(ns, 0.0, length / 2)
    a, wa = gauss(na, 0.0, 1.0)
    u = s[:, None, None] * np.sqrt(1 + a[None, :, None]**2
                                   + a[None, None, :]**2)
    weight = (24 * (ws * s**2)[:, None, None] * wa[None, :, None]
              * wa[None, None, :])
    return s, a, u, weight


def cube_points(s, a):
    ones = np.ones((len(s), len(a), len(a)))
    x = s[:, None, None] * ones
    return np.stack([x, x * a[None, :, None], x * a[None, None, :]],
                    axis=-1).reshape(-1, 3)


# ---------- short-range form of the Ewald kernel, unit cube ----------
cube = [1.0, 1.0, 1.0]
xi = ewald_regular([0, 0, 0], cube)[0]
probe = np.array([[0.13, 0.21, 0.34]])
assert abs(ewald_regular(probe, cube)[0]
           - ewald_regular(probe, cube, 3.0)[0]) < 1e-11
s, a, u, weight = cube_rule(1.0, 24, 16)
regular = ewald_regular(cube_points(s, a), cube).reshape(u.shape)
kernel_mean = np.sum(weight * (1 / u + regular))
assert abs(kernel_mean) < 1e-8


def shifted(r, direction):
    d = np.array(direction, float)
    return ewald_regular(r * d / np.linalg.norm(d), cube)[0] - xi


quadratic = 2 * pi / 3 * 0.1**2
along_100 = shifted(0.1, [1, 0, 0])
along_111 = shifted(0.1, [1, 1, 1])
residual_ratio = ((along_100 - quadratic)
                  / (shifted(0.05, [1, 0, 0]) - quadratic / 4))
assert abs(residual_ratio - 16) < 0.5
assert abs(along_100 / quadratic - 1) < 0.05
assert abs(along_111 / quadratic - 1) < 0.05

# Sphere averages in a cubic and in a tetragonal cell
mu, wmu = gauss(32, -1.0, 1.0)
phi = 2 * pi * (np.arange(64) + 0.5) / 64
MU, PHI = np.meshgrid(mu, phi, indexing="ij")
rho_xy = np.sqrt(1 - MU**2)
sphere = np.stack([rho_xy * np.cos(PHI), rho_xy * np.sin(PHI), MU],
                  axis=-1).reshape(-1, 3)
sphere_weight = np.repeat(wmu / 2, 64) / 64
tetragonal = [1.0, 1.0, 1.5]
radius = 0.6
sphere_errors = []
for cell in (cube, tetragonal):
    origin = ewald_regular([0, 0, 0], cell)[0]
    average = np.sum(sphere_weight * ewald_regular(radius * sphere, cell))
    expected = 2 * pi * radius**2 / (3 * np.prod(cell))
    sphere_errors.append(average - origin - expected)
assert max(abs(x) for x in sphere_errors) < 1e-8

h = 0.01
w_tetra = ewald_regular(np.vstack([np.zeros(3), h * np.eye(3)]), tetragonal)
curvature = 2 * (w_tetra[1:] - w_tetra[0]) / h**2
trace_expected = 4 * pi / 1.5
assert abs(curvature.sum() / trace_expected - 1) < 1e-3
assert abs(curvature[0] - curvature[2]) > 0.1 * trace_expected / 3

# ---------- minimum-image 1/r is wrong for a Hartree density wave ----------
g1 = 2 * pi
wave = (np.cos(g1 * s)[:, None, None]
        + np.cos(g1 * s[:, None, None] * a[None, :, None])
        + np.cos(g1 * s[:, None, None] * a[None, None, :])) / 3
hartree_ratio = np.sum(weight * wave / u) / (4 * pi / g1**2)
ewald_ratio = np.sum(weight * wave * (1 / u + regular)) / (4 * pi / g1**2)
assert abs(ewald_ratio - 1) < 1e-7
assert abs(hartree_ratio - 1) > 0.05
minimum_image_integral = np.sum(weight / u)

# ---------- uniform gas and its plasmon coefficient ----------
rs = 1.0
density = 3 / (4 * pi * rs**3)
kf = (3 * pi**2 * density)**(1 / 3)
omega_p = np.sqrt(16 * pi * density)
alpha = 1 / omega_p


def rpa_structure_factor(q):
    """Imaginary-frequency integral of the random-phase response."""
    nz = 20000
    z = -kf + 2 * kf * (np.arange(nz) + 0.5) / nz
    gap = q**2 + 2 * q * z
    disc = pi * (kf**2 - z**2) * 2 * kf / nz
    t, wt = gauss(60, 0.0, 1.0)
    total = 0.0
    for ti, wi in zip(t, wt):
        freq = omega_p * ti / (1 - ti)
        chi0 = -2 / (2 * pi)**3 * np.sum(disc * 2 * gap / (gap**2 + freq**2))
        chi = chi0 / (1 - 4 * pi * E2 / q**2 * chi0)
        total += wi * omega_p / (1 - ti)**2 * chi
    return -total / (pi * density)


rpa_ratios = [rpa_structure_factor(x * kf) * omega_p / (x * kf)**2
              for x in (0.1, 0.05)]
assert abs(rpa_ratios[1] - 1) < 0.01
assert abs(rpa_ratios[1] - 1) < 0.5 * abs(rpa_ratios[0] - 1)


# ---------- interaction energy of a given hole in finite cells ----------
def s_gauss(k):
    return 1 - np.exp(-alpha * k**2)


def s_hf(k):
    x = k / (2 * kf)
    return np.where(x < 1, 1.5 * x - 0.5 * x**3, 1.0)


def hole_coefficients(structure, length, m_max):
    m = np.arange(m_max + 1)
    mult = np.where(m > 0, 2.0, 1.0)
    m2 = (m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2)
    k = 2 * pi / length * np.sqrt(m2)
    c = (mult[:, None, None] * mult[None, :, None] * mult[None, None, :]
         * (structure(k) - 1) / length**3)
    return m, k, c


def ewald_energy(structure, length, m_max):
    """Reciprocal-space sum, Ry per electron."""
    _, k, c = hole_coefficients(structure, length, m_max)
    k[0, 0, 0] = 1.0
    terms = 4 * pi * c / k**2
    terms[0, 0, 0] = 0.0
    return E2 / 2 * (terms.sum() + xi / length)


def periodic_hole(structure, length, m_max, s, a):
    m, _, c = hole_coefficients(structure, length, m_max)
    g = 2 * pi / length
    cx = np.cos(g * np.outer(s, m))
    ca = np.cos(g * s[:, None, None] * a[None, :, None] * m[None, None, :])
    t = np.einsum("sx,xyz->syz", cx, c)
    t = np.einsum("say,syz->saz", ca, t)
    return np.einsum("saz,sbz->sab", t, ca)


def mpc_energy(structure, length, m_max):
    """Real-space integral of hole times 1/u over the cell, Ry per electron."""
    s, a, u, weight = cube_rule(length, 48, 32)
    hole = periodic_hole(structure, length, m_max, s, a)
    assert abs(np.sum(weight * hole) + 1) < 1e-7
    return E2 / 2 * np.sum(weight * hole / u)


def gauss_cutoff(length):
    return int(np.ceil(6.2 * length / (2 * pi * np.sqrt(alpha))))


def hole_density(x):
    return -np.exp(-x**2 / (4 * alpha)) / (4 * pi * alpha)**1.5


infinite = E2 / 2 * quad(lambda x: 4 * pi * x * hole_density(x), 0, 20,
                         epsabs=1e-12, points=[1.0, 4.0])[0]
assert abs(infinite + E2 / (2 * np.sqrt(pi * alpha))) < 1e-9
second_moment = quad(lambda x: 4 * pi * x**4 * hole_density(x), 0, 20,
                     epsabs=1e-12, points=[1.0, 4.0])[0]
assert abs(second_moment + 6 * alpha) < 1e-8
pair_at_contact = 1 + hole_density(0.0) / density
assert pair_at_contact > 0

rows = []
for number in (14, 54, 162):
    length = (number / density)**(1 / 3)
    cutoff = gauss_cutoff(length)
    e_ewald = ewald_energy(s_gauss, length, cutoff)
    e_mpc = mpc_energy(s_gauss, length, cutoff)
    law = -omega_p / (4 * number)
    rows.append((number, length, e_ewald, e_mpc, e_ewald - infinite, law,
                 e_mpc - infinite))
    assert abs(e_ewald - infinite - law) < 2e-5
    assert abs(e_mpc - infinite) < 0.2 * abs(e_ewald - infinite)
assert abs(rows[1][6]) < 0.05 * abs(rows[1][4])

# The same Ewald energy from the real-space hole and v_E - xi
length54 = rows[1][1]
s, a, u, weight = cube_rule(length54, 32, 20)
hole = periodic_hole(s_gauss, length54, gauss_cutoff(length54), s, a)
regular = ewald_regular(cube_points(s, a) / length54, cube).reshape(u.shape)
real_space = E2 / 2 * np.sum(weight * hole
                             * (1 / u + (regular - xi) / length54))
assert abs(real_space - rows[1][2]) < 1e-6

# ---------- Hartree-Fock hole: slow tail, other power law ----------
hf_infinite = E2 / 2 * 2 / pi * quad(lambda k: float(s_hf(k)) - 1,
                                    0, 2 * kf)[0]
hf_rows = []
for number in (125, 1000):
    length = (number / density)**(1 / 3)
    cutoff = int(np.ceil(kf * length / pi))
    hf_rows.append((number,
                    ewald_energy(s_hf, length, cutoff) - hf_infinite,
                    mpc_energy(s_hf, length, cutoff) - hf_infinite))
hf_power_ewald = np.log(hf_rows[1][1] / hf_rows[0][1]) / np.log(8)
hf_power_mpc = np.log(hf_rows[1][2] / hf_rows[0][2]) / np.log(8)
assert abs(hf_power_ewald + 2 / 3) < 0.05
assert abs(hf_power_mpc + 2 / 3) < 0.08

# ---------- variation of the MPC functional: two particles on a ring ----------
sites = 10
index = np.arange(sites)
separation = np.abs(index[:, None] - index[None, :])
nearest = np.minimum(separation, sites - separation)
f_ring = 1 / (1.0 + nearest)
v_ring = sum(np.cos(2 * pi * m * separation / sites) / m**2
             for m in range(1, 5))
hop = 2 * np.eye(sites) - (nearest == 1)
rng = np.random.default_rng(7)
psi = rng.normal(size=(sites, sites))
psi = psi + psi.T
psi /= np.linalg.norm(psi)
change = rng.normal(size=(sites, sites))
change = change + change.T
change /= np.linalg.norm(change)


def ring_functional(wave_function):
    n = 2 * np.sum(wave_function**2, axis=1)
    pair = 2 * wave_function**2
    kinetic = 2 * np.sum(wave_function * (hop @ wave_function))
    return (kinetic + 0.5 * n @ v_ring @ n
            + 0.5 * np.sum((pair - np.outer(n, n)) * f_ring))


n_ring = 2 * np.sum(psi**2, axis=1)
one_body = (v_ring - f_ring) @ n_ring
h_psi = (hop @ psi + psi @ hop
         + (f_ring + one_body[:, None] + one_body[None, :]) * psi)
step = 1e-4
slope_numeric = (ring_functional(psi + step * change)
                 - ring_functional(psi - step * change)) / (2 * step)
slope_operator = 2 * np.sum(change * h_psi)
assert abs(slope_numeric - slope_operator) < 1e-6
double_counting = 0.5 * n_ring @ (v_ring - f_ring) @ n_ring
assert abs(np.sum(psi * h_psi) - double_counting
           - ring_functional(psi)) < 1e-11
assert abs(double_counting) > 1e-2

# ---------- output ----------
print("Unit cube (lengths in L, kernels in 1/L)")
print(f"xi = {xi:.6f} 1/L")
print(f"cell integral of v_E = {kernel_mean:.1e} L^2")
print(f"2 pi r^2/3 at r = 0.1 L: {quadratic:.6f} 1/L")
print(f"v_E - 1/r - xi at 0.1 L along 100: {along_100:.6f} 1/L")
print(f"v_E - 1/r - xi at 0.1 L along 111: {along_111:.6f} 1/L")
print(f"residual ratio, r = 0.1 L to 0.05 L: {residual_ratio:.3f}")
print(f"sphere-average defect at 0.6 L, cubic: {sphere_errors[0]:.1e} 1/L")
print(f"same, tetragonal c/a = 1.5: {sphere_errors[1]:.1e} 1/a")
print(f"tetragonal curvature xx: {curvature[0]:.4f} 1/a^3")
print(f"tetragonal curvature zz: {curvature[2]:.4f} 1/a^3")
print(f"trace: {curvature.sum():.4f}, 4 pi/Omega: {trace_expected:.4f} 1/a^3")
print(f"minimum-image / true Hartree kernel, G = 2 pi/L: {hartree_ratio:.4f}")
print(f"cell integral of 1/r = {minimum_image_integral:.6f} L^2")
print("Uniform gas")
print(f"r_s = {rs:.1f} bohr, n = {density:.6f} bohr^-3")
print(f"k_F = {kf:.5f} bohr^-1, omega_p = {omega_p:.5f} Ry")
print(f"alpha = {alpha:.6f} bohr^2")
print(f"RPA S(k) omega_p/k^2 at k = 0.10 k_F: {rpa_ratios[0]:.5f}")
print(f"RPA S(k) omega_p/k^2 at k = 0.05 k_F: {rpa_ratios[1]:.5f}")
print("Gaussian hole")
print(f"second moment = {second_moment:.6f} bohr^2")
print(f"g(0) = {pair_at_contact:.4f}")
print(f"infinite-system energy = {infinite:.6f} Ry per electron")
for number, length, ee, em, de, law, dm in rows:
    print(f"N = {number}, L = {length:.4f} bohr (energies in Ry/electron)")
    print(f"  Ewald energy {ee:.6f}, MPC energy {em:.6f}")
    print(f"  Ewald error {de:.6f}, -omega_p/(4N) {law:.6f}")
    print(f"  MPC error {dm:.2e}")
print(f"real-space Ewald energy, N = 54: {real_space:.6f} Ry per electron")
print(f"Ewald error, N = 54: {rows[1][4] * RY_EV:.4f} eV per electron")
print(f"Ewald error of whole cell, N = 54: {54 * rows[1][4]:.5f} Ry")
print("Hartree-Fock hole")
print(f"infinite-system energy = {hf_infinite:.6f} Ry per electron")
for number, de, dm in hf_rows:
    print(f"N = {number}: Ewald error {de:.6f}, MPC error {dm:.6f} Ry/electron")
print(f"power of N: Ewald {hf_power_ewald:.4f}, MPC {hf_power_mpc:.4f}")
print("Two particles on a ring (model energy units)")
print(f"slope of functional {slope_numeric:.7f}, operator {slope_operator:.7f}")
print(f"double-counting term {double_counting:.6f}")
print("success")
```

It prints:

```
Unit cube (lengths in L, kernels in 1/L)
xi = -2.837297 1/L
cell integral of v_E = -8.9e-16 L^2
2 pi r^2/3 at r = 0.1 L: 0.020944 1/L
v_E - 1/r - xi at 0.1 L along 100: 0.021255 1/L
v_E - 1/r - xi at 0.1 L along 111: 0.020738 1/L
residual ratio, r = 0.1 L to 0.05 L: 16.024
sphere-average defect at 0.6 L, cubic: -4.8e-15 1/L
same, tetragonal c/a = 1.5: -2.9e-15 1/a
tetragonal curvature xx: 4.5042 1/a^3
tetragonal curvature zz: -0.6294 1/a^3
trace: 8.3790, 4 pi/Omega: 8.3776 1/a^3
minimum-image / true Hartree kernel, G = 2 pi/L: 1.2119
cell integral of 1/r = 2.380077 L^2
Uniform gas
r_s = 1.0 bohr, n = 0.238732 bohr^-3
k_F = 1.91916 bohr^-1, omega_p = 3.46410 Ry
alpha = 0.288675 bohr^2
RPA S(k) omega_p/k^2 at k = 0.10 k_F: 0.98755
RPA S(k) omega_p/k^2 at k = 0.05 k_F: 0.99675
Gaussian hole
second moment = -1.732051 bohr^2
g(0) = 0.3937
infinite-system energy = -1.050075 Ry per electron
N = 14, L = 3.8851 bohr (energies in Ry/electron)
  Ewald energy -1.111934, MPC energy -1.053142
  Ewald error -0.061858, -omega_p/(4N) -0.061859
  MPC error -3.07e-03
N = 54, L = 6.0929 bohr (energies in Ry/electron)
  Ewald energy -1.066113, MPC energy -1.050081
  Ewald error -0.016038, -omega_p/(4N) -0.016038
  MPC error -5.83e-06
N = 162, L = 8.7876 bohr (energies in Ry/electron)
  Ewald energy -1.055421, MPC energy -1.050075
  Ewald error -0.005346, -omega_p/(4N) -0.005346
  MPC error -2.63e-10
real-space Ewald energy, N = 54: -1.066113 Ry per electron
Ewald error, N = 54: -0.2182 eV per electron
Ewald error of whole cell, N = 54: -0.86603 Ry
Hartree-Fock hole
infinite-system energy = -0.916331 Ry per electron
N = 125: Ewald error -0.034161, MPC error -0.018700 Ry/electron
N = 1000: Ewald error -0.008535, MPC error -0.004645 Ry/electron
power of N: Ewald -0.6669, MPC -0.6697
Two particles on a ring (model energy units)
slope of functional -0.6703441, operator -0.6703441
double-counting term -0.732111
success
```
